# Coulomb recoil of a bound Dirac electron beyond the kinetic term, part 2

An electron (mass $m$, charge $-e$) is bound to a spinless point nucleus (charge $Ze$, mass $M\gg m$). We seek the recoil shift $\Delta E_C$ to first order in $1/M$, with only the instantaneous Coulomb interaction between them. Units are Gaussian; $\alpha=e^2/\hbar c$, $z=Z\alpha$, $V(r)=-Ze^2/r$, $\mathbf p=-i\hbar\nabla$. The Dirac states obey
$$h\,|n\rangle=\varepsilon_n|n\rangle,\qquad h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),$$
and $|a\rangle$ is the bound state under study. In $mc^2/h$, however, $h$ is Planck's constant. Sums over $n$ include the continuum, $|\langle n|\mathbf p|a\rangle|^2$ is summed over Cartesian components, $\chi$ is a constant two-component spinor, and $\boldsymbol\sigma$ are the Pauli matrices.

Part (b) found $\Delta E_C$ as $1/2M$ times the sum of $|\langle n|\mathbf p|a\rangle|^2$ over positive-energy states minus that over negative-energy states. The minus sign arises because the electron in $a$ blocks virtual vacuum pairs. The "Fock test" in the final table checks this difference of sums on a model with four negative and four positive levels.

Closure (the sum over all $n$ is $\langle\mathbf p^2\rangle$) then gave, in part (c),
$$\boxed{\;\Delta E_C=\frac{\langle a|\mathbf p^2|a\rangle}{2M}-\frac{S}{M},\qquad S=\sum_{\varepsilon_n<0}|\langle n|\mathbf p|a\rangle|^2\;}\tag{3}$$
where $-S/M$ is the exchange energy, through nuclear recoil, between the electron and the filled negative-energy levels.

For $1s$, with $\gamma=\sqrt{1-z^2}$,
$$\frac{\langle\mathbf p^2\rangle}{m^2c^2}=\gamma^2+1+\frac{2z^4}{\gamma(2\gamma-1)}+2z^2-2\gamma^2-2z^2=z^2+\frac{2z^4}{\gamma(2\gamma-1)} .\tag{4}$$
Momentum can be traded for force:
$$(\varepsilon_a-\varepsilon_n)\langle n|\mathbf p|a\rangle=\langle n|[\mathbf p,h]|a\rangle=-i\hbar\langle n|\nabla V|a\rangle .\tag{5}$$

What remains is to find how large $S$ is.

### (f) The amplitude for an $s$ state at small $z$

*Assume that the important negative-energy states have momenta $k$ of order $mc$. Find $|\langle n|\mathbf p|a\rangle|^2$, summed over the spin of $n$, to leading order in $z$.*

**Solution.** Momenta of order $mc$ belong to distances of order $\hbar/mc$. The atom is larger by a factor $1/z$, so three simplifications hold up to relative corrections of order $z$, possibly with logarithms.

- The bound state is replaced by its value at the nucleus, $a\approx\psi(0)u$, where $\psi$ is the nonrelativistic wave function and $u=(\chi,0)$ is the spinor of an electron at rest. Over the distance $\hbar/mc$ the wave function changes by a fraction of order $z$, and its lower component is also of order $z$.
- The state $n$ is a free wave $w\,e^{i\mathbf k\cdot\mathbf r/\hbar}$ with energy $-E$, where $E=\sqrt{m^2c^4+c^2k^2}$. The potential distorts it at these distances by a fraction of order $z$.
- The energy of the bound state is $\varepsilon_a\approx mc^2$.

The Fourier transform of the potential is $\tilde V(k)=-4\pi Ze^2\hbar^2/k^2$. Integration by parts gives
$$\int d^3r\,e^{-i\mathbf k\cdot\mathbf r/\hbar}\,\nabla V=\frac{i\mathbf k}\hbar\,\tilde V(k).$$
The surface term at large distance is removed by the slow decay of the true bound state. With (5),
$$\langle n|\mathbf p|a\rangle=\frac{-i\hbar}{mc^2+E}\cdot\frac{i\mathbf k}{\hbar}\,\tilde V(k)\,\psi(0)\,w^\dagger u=\frac{\mathbf k\,\tilde V(k)}{E+mc^2}\,\psi(0)\,w^\dagger u .$$

The spin sum requires the projector on free negative-energy spinors. The free Hamiltonian $h_k=c\boldsymbol\alpha\cdot\mathbf k+\beta mc^2$ obeys $h_k^2=E^2$, so this projector is $\tfrac12(1-h_k/E)$. The matrix $\boldsymbol\alpha$ joins upper to lower components and has no mean value in $u$, while $u^\dagger\beta u=1$. Therefore
$$\sum_w|w^\dagger u|^2=\frac12\left(1-\frac{mc^2}E\right)=\frac{E-mc^2}{2E},$$
and
$$\sum_w|\langle n|\mathbf p|a\rangle|^2=|\psi(0)|^2\,\frac{16\pi^2Z^2e^4\hbar^4}{k^2}\,\frac{E-mc^2}{2E\,(E+mc^2)^2}.\tag{6}$$
The spin factor tends to zero for a slow wave and to one half for a very fast one. An electron at rest overlaps with a negative-energy spinor only if the latter moves.

### (g) The sum over momenta

*Integrate (6) over $\mathbf k$ and find the leading value of $S$ for an $ns$ state. Which momenta contribute?*

**Solution.** The density of states is $d^3k/(2\pi\hbar)^3=4\pi k^2dk/(8\pi^3\hbar^3)$. The numerical factors combine to $4\pi\cdot16\pi^2/(8\pi^3\cdot2)=4$, and
$$S=4\hbar Z^2e^4|\psi(0)|^2\int_0^\infty dk\,\frac{E-mc^2}{E\,(E+mc^2)^2}.$$
Put $k=mc\sinh\theta$, so that $E=mc^2\cosh\theta$ and $dk/E=d\theta/c$. The half-angle formulas $\cosh\theta-1=2\sinh^2(\theta/2)$ and $\cosh\theta+1=2\cosh^2(\theta/2)$ turn the integral into
$$\frac1{mc^3}\int_0^\infty d\theta\,\frac{\cosh\theta-1}{(\cosh\theta+1)^2}=\frac1{mc^3}\int_0^\infty\frac{d\theta}2\,\frac{\tanh^2(\theta/2)}{\cosh^2(\theta/2)}=\frac1{mc^3}\int_0^1t^2\,dt=\frac1{3mc^3},$$
where $t=\tanh(\theta/2)$. With $Z^2e^4=z^2\hbar^2c^2$ this becomes
$$S=\frac43\,z^2\,\frac{\hbar^3}{mc}\,|\psi(0)|^2 .$$

The density at the nucleus follows from the radial Schrödinger equation. Let $\rho(r)$ be $r$ times the normalized radial function, so that $\rho''=(2m/\hbar^2)(V-E_n)\rho$ for $l=0$. Multiplication by $2\rho'$ gives $(\rho'^2)'=(2m/\hbar^2)(V-E_n)(\rho^2)'$. Integrating from $0$ to $\infty$, by parts on the right, yields
$$\rho'(0)^2=\frac{2m}{\hbar^2}\left\langle\frac{dV}{dr}\right\rangle=\frac{2mZe^2}{\hbar^2}\left\langle\frac1{r^2}\right\rangle .$$
The remaining mean value comes from differentiating the energy $E_n=-mZ^2e^4/[2\hbar^2(n_r+l+1)^2]$ with respect to $l$ at fixed node number $n_r$. The Hamiltonian depends on $l$ through $\hbar^2l(l+1)/2mr^2$, so at $l=0$
$$\frac{\hbar^2}{2m}\left\langle\frac1{r^2}\right\rangle=\frac{mZ^2e^4}{\hbar^2n^3},\qquad\left\langle\frac1{r^2}\right\rangle=\frac2{n^3a_Z^2},\qquad a_Z=\frac{\hbar^2}{mZe^2}=\frac\hbar{zmc}.$$
Then $\rho'(0)^2=(2/a_Z)\cdot2/(n^3a_Z^2)=4/(n^3a_Z^3)$. The angular factor $1/4\pi$ gives $|\psi(0)|^2=1/(\pi n^3a_Z^3)=(zmc/\hbar)^3/(\pi n^3)$. Inserting this,
$$\boxed{\;S\simeq\frac{4}{3\pi n^3}(Z\alpha)^5m^2c^2,\qquad-\frac SM\simeq-\frac{4}{3\pi n^3}(Z\alpha)^5\,\frac{m^2c^2}{M}\qquad(ns\text{ states})\;}\tag{7}$$
Of the five powers, three are the density at the nucleus and two are the square of the nuclear force.

The substitution also shows where the integral collects its value. The part from momenta below $k$ is the fraction $t^3$ of the whole, with $k/mc=\sinh\theta=2t/(1-t^2)$. Half is reached at $t=2^{-1/3}$, that is, at $k=4.29\,mc$. The term comes from relativistic momenta, as assumed in (f). Three consequences follow.

- For $k\ll mc$ one has $t\approx k/2mc$. Atomic momenta, $k\sim zmc$, supply a fraction of order $z^3$, hence a contribution of order $z^8$ to $S$. There the free-wave approximation fails, but this changes (7) only at that order.
- For $k\gg mc$ one has $1-t\approx mc/k$, so the part above $k$ is a fraction of about $3mc/k$. At $k\sim Mc$, where the nucleus can no longer be treated as nonrelativistic, this is of order $m/M$. The fault enters the energy at the next order in the mass ratio.
- A nucleus of radius $R_N$ weakens the force at $k\gtrsim\hbar/R_N$. By the same estimate, finite size changes the term by a fraction of order $mcR_N/\hbar$.

### (h) States with $l>0$

*What power of $z$ is expected for $2p_{1/2}$?*

**Solution.** The upper component of a $p$ state vanishes at the nucleus and grows in proportion to $r$. At $r\sim\hbar/mc$ it is smaller than that of an $s$ state by a factor of order $(\hbar/mc)/a_Z=z$. The lower component of $2p_{1/2}$ is an $s$ wave and does not vanish at the nucleus. It is made from the upper one by $\boldsymbol\sigma\cdot\mathbf p/2mc$ and is again smaller by a factor of order $z$. The amplitude is therefore smaller than for an $s$ state by one factor of $z$ and $S$ by two, so $S$ is expected to be of order $z^7$.

Counting powers cannot exclude that the coefficient vanishes. The numerical sum settles this: between $z=0.01$ and $z=0.02$ the value of $S$ grows as $z^{6.955}$, close to the seventh power. The order $(Z\alpha)^5$ therefore belongs to $s$ states. For every $l>0$ the wave function near the nucleus is reduced by at least one power of $z$, and no term of order $z^5$ arises.

### (i) The sum at finite $z$

*Reduce $S$ to radial integrals that can be evaluated without expanding in $z$, for a state with $j=1/2$.*

**Solution.** Write the Dirac states as
$$\frac1r\begin{pmatrix}G(r)\,\chi_\kappa\\ iF(r)\,\chi_{-\kappa}\end{pmatrix},\qquad \boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\hbar\chi_\kappa,\qquad\chi_{-\kappa}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\kappa .$$
Here $\kappa=-1$ is $s_{1/2}$ and $\kappa=1$ is $p_{1/2}$. The identity $\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/\hbar r)$ gives the radial equations
$$\hbar c\left(G'+\frac{\kappa G}r\right)=(\varepsilon-V+mc^2)F,\qquad\hbar c\left(F'-\frac{\kappa F}r\right)=-(\varepsilon-V-mc^2)G .$$

The gradient of $f(r)Y_{lm}$ contains the orbital momenta $l'=l\pm1$. Its parts follow from $[\nabla^2,\mathbf r]=2\nabla$. Since $\mathbf r=r\hat{\mathbf r}$, the part with $l'$ is the $l'$ part of $\hat{\mathbf r}Y_{lm}$ times
$$\frac12\left[(rf)''+\frac2r(rf)'-\frac{l'(l'+1)}rf-r\left(f''+\frac2rf'-\frac{l(l+1)}{r^2}f\right)\right]$$
$$=f'+\left[1+\frac{l(l+1)-l'(l'+1)}2\right]\frac fr .$$
This equals $f'-lf/r$ for $l'=l+1$ and $f'+(l+1)f/r$ for $l'=l-1$. For $f=G/r$, multiplication by $r$ gives
$$D G=G'-\frac{(l+1)G}r\quad(l'=l+1),\qquad DG=G'+\frac{lG}r\quad(l'=l-1),$$
and likewise for $F$ with its own orbital momenta.

The angular factor is the same for both components, because $\hat{\mathbf r}$ commutes with $\boldsymbol\sigma\cdot\hat{\mathbf r}$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$. From $s_{1/2}$ the amplitude to $p_{1/2}$ is, up to a sign, the angular average of $\chi'^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})\hat r_i\chi$, which is $\tfrac13\chi'^\dagger\sigma_i\chi$. Squared and summed over $\chi'$ and $i$, it gives the weight $\tfrac19\cdot3=\tfrac13$. Since $\hat{\mathbf r}^2=1$, the weight for $p_{3/2}$ is $\tfrac23$. Exchanging upper and lower components shows that $p_{1/2}$ goes to $s_{1/2}$ and $d_{3/2}$ with the same weights. Therefore
$$S=\hbar^2\sum_{\kappa'}W_{\kappa'}\sum_{\varepsilon_n<0}\left|\int_0^\infty dr\,(G_nDG_a+F_nDF_a)\right|^2,\qquad W=\tfrac13,\ \tfrac23 .\tag{8}$$
By (5) each radial integral can be replaced by
$$\frac1{\varepsilon_a-\varepsilon_n}\int_0^\infty dr\,\frac{Ze^2}{r^2}\,(G_nG_a+F_nF_a).$$

The radial equations were diagonalized in a basis of splines inside a large sphere, which replaces the continuum by a dense discrete set. For $1s$ at $Z=20$ the momentum form gives $S=2.220919\times10^{-5}\,m^2c^2$ and the force form $2.220926\times10^{-5}\,m^2c^2$. They agree to a few parts in $10^6$. The two forms were also tested against each other for $2s$ and $2p_{1/2}$.

### (j) Comparison with the leading term, and hydrogen

*How good is (7) at finite $z$? Find the negative-energy term for the $1s$ and $2s$ levels of hydrogen, with the proton taken as a spinless point charge.*

**Solution.** A convenient measure is $\sigma=\pi n^3S/(z^5m^2c^2)$, which by (7) should tend to $4/3$. For $1s$ the computed values at $z=0.004$, $0.008$ and $0.016$ are $1.32102$, $1.30914$ and $1.28653$. Terms linear and quadratic in $z$ cancel in the combination
$$\frac{8(1.32102)-6(1.30914)+1.28653}3=1.3333 .$$
The same limit, $1.3333$, is found for $2s$. This tests the coefficient and the factor $1/n^3$. Logarithms of $z$ in the corrections would not cancel exactly, so the agreement in the last digit should not be relied on.

For larger charges the $1s$ values of a point nucleus are as follows. By the estimate in (g), the size of a real nucleus near $Z=60$, where $mcR_N/\hbar$ is about $0.016$, would change $\sigma$ by a few per cent.

| $Z$ | $\sigma$ | $2S/\langle\mathbf p^2\rangle$ |
|---|---|---|
| 1 | 1.311 | $3.24\times10^{-7}$ |
| 10 | 1.159 | $2.84\times10^{-4}$ |
| 20 | 1.054 | $2.00\times10^{-3}$ |
| 40 | 0.972 | $1.29\times10^{-2}$ |
| 60 | 1.038 | $3.62\times10^{-2}$ |

The true term is smaller than the leading one at all these charges. At $Z=40$ it is about 27 per cent below it. The ratio does not fall steadily, for at $Z=60$ it is larger than at $Z=40$. The leading term with a single correction linear in $z$ cannot describe this.

The last column compares the two terms of (3). For small $z$ it should be $2\cdot4z^5/(3\pi)$ divided by $z^2$, which is $8z^3/3\pi$. The negative-energy term is therefore tiny in light atoms, but it reaches a few per cent of the kinetic term at $Z=60$.

For hydrogen, $z=\alpha=0.007297353$, $m/M=5.44617\times10^{-4}$ and $mc^2/h=1.235590\times10^{17}$ kHz. The natural scale of the term is
$$\alpha^5\,\frac mM\,\frac{mc^2}h=(2.0693\times10^{-11})(5.44617\times10^{-4})(1.235590\times10^{17}\ \text{kHz})=1392.5\ \text{kHz}.$$
The leading formula multiplies this by $-4/3\pi=-0.42441$ and gives $-591$ kHz for $1s$. The full sum replaces $4/3$ by $\sigma=1.3112$:
$$-\frac SM=-\frac{1.3112}\pi\,(1392.5\ \text{kHz})=-581\ \text{kHz}=-2.40\times10^{-9}\ \text{eV}.$$
The higher powers of $\alpha$ reduce the magnitude by 1.7 per cent of the leading value. For $2s$ the result is $-72.65$ kHz, against $-73.87$ kHz from the leading formula. One eighth of the $1s$ value $-581.18$ kHz is also $-72.65$ kHz. The factor $1/n^3$ was derived only for the leading term; the computation shows that at this $z$ the higher-order part follows it too, within the digits given. The scaling is not exact: at $Z=20$ eight times the $2s$ value of $S$ exceeds the $1s$ value by about 1 per cent.

The kinetic term $\langle\mathbf p^2\rangle/2M$ of the $1s$ level is $1.791895\times10^9$ kHz. By (4) a fraction of about $2\alpha^2\approx1.07\times10^{-4}$ of it, some $1.9\times10^5$ kHz, is the relativistic correction within the mean of $\mathbf p^2$. The negative-energy term is smaller still by a factor of about 330.

These numbers are not the complete recoil shift of hydrogen. Transverse photons exchanged with the moving proton contribute already at order $(Z\alpha)^4m^2c^2/M$ and again at order $(Z\alpha)^5$. The spin and size of the proton and the radiative corrections are also absent. In the approximation of (g), a uniformly charged sphere reduces the term by a fraction of about $2.4\,mcR_N/\hbar$, which for the proton ($R_N\approx1.1$ fm) is about 0.7 per cent, or some 4 kHz in $1s$. The value $-581$ kHz is the exchange term $-S/M$ of part (c). Half of it comes from the blocked vacuum pairs of part (b), and half from the absence of transitions of the electron into the filled negative-energy levels. The complete set of computed values is in the numerical output below.

## Table of computed values

```
Fock test: slope of energy with P^2 = 0.827957 (model units)
Fock test: positive sum = 0.847237, negative sum = 0.019280
Momentum integral = 0.33333333 (dimensionless)
Half of the integral is reached at k = 4.290 m c
Z=20 1s level: spline 0.989292403, closed form 0.989292403 m c^2
Z=20 1s: <p^2> = 0.02223786, closure sum = 0.02223786 (mc)^2
Z=20 1s: S from p = 2.220919e-05, from grad V = 2.220926e-05 (mc)^2
Z=20 2s: <p^2> = 0.00553049, closure sum = 0.00553049 (mc)^2
Z=20 2s: S from p = 2.805191e-06, from grad V = 2.805200e-06 (mc)^2
Z=20 2p1/2: <p^2> = 0.00545119, closure sum = 0.00545119 (mc)^2
Z=20 2p1/2: S from p = 2.310361e-08, from grad V = 2.310364e-08 (mc)^2
1s: S pi n^3/(z^5 (mc)^2) at z = 0.004, 0.008, 0.016: 1.32102, 1.30914, 1.28653
1s: extrapolated to z = 0: 1.3333; formula 1.3333
2s: S pi n^3/(z^5 (mc)^2) at z = 0.004, 0.008, 0.016: 1.32103, 1.30917, 1.28664
2s: extrapolated to z = 0: 1.3333; formula 1.3333
2p1/2: power of Z alpha between 0.01 and 0.02 = 6.955
1s table: Z, Z alpha, S pi/(z^5 (mc)^2), 2S/<p^2>
    1  0.007297  1.31120  3.2434e-07
   10  0.072974  1.15858  2.8357e-04
   20  0.145947  1.05368  1.9974e-03
   40  0.291894  0.97215  1.2878e-02
   60  0.437841  1.03833  3.6161e-02
Hydrogen: alpha = 0.007297353, m/M = 5.44617021e-04
Hydrogen: m c^2/h = 1.235590e+17 kHz
Hydrogen 1s: <p^2>/2M = 1.791895e+09 kHz
Hydrogen 1s: -S/M = -581.18 kHz = -2.4036e-09 eV
Hydrogen 1s: leading (Z alpha)^5 value = -590.99 kHz
Hydrogen 2s: <p^2>/2M = 4.479677e+08 kHz
Hydrogen 2s: -S/M = -72.65 kHz = -3.0045e-10 eV
Hydrogen 2s: leading (Z alpha)^5 value = -73.87 kHz
```
